# Contraction coefficients and normalized primitives: the STO-3G hydrogen atom: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: tabulated contraction coefficients d_i of STO-3G hydrogen
multiply NORMALIZED s primitives N_i exp(-a_i r^2), N_i = (2 a_i/pi)^(3/4).
Using d_i on bare exponentials gives another function and another energy,
even after the sum has been renormalized.

Symbols (hartree atomic units):
  a      exponents            d   tabulated coefficients
  N      primitive norms      c   coefficients of bare exponentials
  T, V   kinetic and nuclear-attraction expectation values
  eta    uniform scale factor, phi(r) -> phi(eta r)
  zeta   exponent of a Slater function exp(-zeta r)
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

table = gto.basis.load("sto-3g", "H")
shell = table[0]
assert len(table) == 1 and shell[0] == 0
a = np.array([row[0] for row in shell[1:]], dtype=float)
d = np.array([row[1] for row in shell[1:]], dtype=float)
N = (2 * a / np.pi) ** 0.75


def closed_form(c, exponents):
    """Self-overlap, T, V and mean radius from Gaussian integral formulas."""
    p = exponents[:, None] + exponents[None, :]
    product = exponents[:, None] * exponents[None, :]
    s = (np.pi / p) ** 1.5
    t = 3 * product / p * s
    v = -2 * np.pi / p
    radius = 2 * np.pi / p**2
    norm = c @ s @ c
    return norm, c @ t @ c / norm, c @ v @ c / norm, c @ radius @ c / norm


def radial_integral(f):
    return quad(f, 0, 25, epsabs=1e-11, epsrel=1e-11, limit=300)[0]


def by_quadrature(c, exponents):
    """The same four quantities from their definitions as radial integrals."""
    def phi(r):
        return np.dot(c, np.exp(-exponents * r * r))

    def slope(r):
        return np.dot(c, -2 * exponents * r * np.exp(-exponents * r * r))

    w = 4 * np.pi
    norm = radial_integral(lambda r: w * r**2 * phi(r) ** 2)
    T = radial_integral(lambda r: w * r**2 * 0.5 * slope(r) ** 2) / norm
    V = radial_integral(lambda r: -w * r * phi(r) ** 2) / norm
    radius = radial_integral(lambda r: w * r**3 * phi(r) ** 2) / norm
    return norm, T, V, radius


def pyscf_energy(coefficients):
    """Energy when PySCF reads coefficients of normalized primitives."""
    basis = [[0] + [[float(x), float(y)] for x, y in zip(a, coefficients)]]
    mol = gto.M(atom="H 0 0 0", basis={"H": basis}, spin=1, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return h[0, 0] / mol.intor("int1e_ovlp")[0, 0]


def best_slater(c):
    """Slater exponent of largest overlap with the contraction."""
    norm = by_quadrature(c, a)[0]

    def overlap(zeta):
        def integrand(r):
            gaussian = np.dot(c, np.exp(-a * r * r))
            slater = np.sqrt(zeta**3 / np.pi) * np.exp(-zeta * r)
            return 4 * np.pi * r**2 * gaussian * slater
        return radial_integral(integrand) / np.sqrt(norm)

    found = minimize_scalar(lambda z: -overlap(z), bounds=(0.5, 2.0),
                            method="bounded", options={"xatol": 1e-6})
    return found.x, -found.fun


# Each primitive has unit norm by direct integration.
for exponent, factor in zip(a, N):
    one = by_quadrature(np.array([factor]), np.array([exponent]))[0]
    assert abs(one - 1) < 1e-8

# Three readings, given as coefficients of bare exponentials.
readings = {"correct": d * N, "slip": d, "mirror slip": d * N**2}
# The same functions as coefficients of normalized primitives, for PySCF.
pyscf_input = {"correct": d, "slip": d / N, "mirror slip": d * N}
result, energy = {}, {}
for name, c in readings.items():
    result[name] = closed_form(c, a)
    assert np.allclose(result[name], by_quadrature(c, a),
                       rtol=1e-8, atol=1e-8)
    energy[name] = result[name][1] + result[name][2]
    assert abs(energy[name] - pyscf_energy(pyscf_input[name])) < 1e-8

# The self-overlap identifies the convention (table has rounded digits).
assert abs(result["correct"][0] - 1) < 1e-5
assert abs(result["slip"][0] - 1) > 0.1

# Stated energy, a marked change, and the variational bound.
assert abs(energy["correct"] + 0.4666) < 5e-5
assert abs(energy["slip"] - energy["correct"]) > 5e-3
assert all(value > -0.5 for value in energy.values())
assert energy["slip"] < energy["correct"] < energy["mirror slip"]
assert result["slip"][3] > result["correct"][3] > result["mirror slip"][3]
undivided = energy["slip"] * result["slip"][0]
assert undivided < -0.5

# The correct function imitates a Slater function with zeta = 1.24.
slater = {name: best_slater(readings[name]) for name in ("correct", "slip")}
assert abs(slater["correct"][0] - 1.24) < 5e-3
assert slater["slip"][0] < slater["correct"][0]
assert slater["slip"][1] < slater["correct"][1]

# Scaling law and optimum, tested by integrating the scaled functions.
scaled = {}
for name in ("correct", "slip"):
    _, T, V, _ = result[name]
    eta = -V / (2 * T)
    minimum = -V**2 / (4 * T)
    direct = []
    for factor in (0.97 * eta, eta, 1.03 * eta):
        _, Ts, Vs, _ = by_quadrature(readings[name], a * factor**2)
        assert abs(Ts + Vs - (factor**2 * T + factor * V)) < 1e-8
        direct.append(Ts + Vs)
    assert abs(direct[1] - minimum) < 1e-8
    assert direct[1] < min(direct[0], direct[2])
    scaled[name] = (eta, minimum)
assert scaled["correct"][0] < 1 < scaled["slip"][0]
assert scaled["correct"][1] < scaled["slip"][1]

print("STO-3G hydrogen atom; atomic units unless stated")
for i in range(len(a)):
    print(f"primitive {i + 1}: exponent = {a[i]:.8f} bohr^-2")
    print(f"  tabulated d = {d[i]:.8f} (dimensionless)")
    print(f"  norm N = {N[i]:.6f} bohr^-3/2")
    print(f"  correct bare coefficient d*N = {d[i] * N[i]:.6f} bohr^-3/2")
    print(f"  slip, as weight of normalized primitive d/N = "
          f"{d[i] / N[i]:.6f} a.u.")
print(f"tight/diffuse norm ratio N1/N3 = {N[0] / N[2]:.4f}")
for name in readings:
    norm, T, V, radius = result[name]
    print(f"{name}: self-overlap before renormalizing = {norm:.7f} a.u.")
    print(f"  T = {T:.6f} hartree, V = {V:.6f} hartree")
    print(f"  E = {energy[name]:.6f} hartree")
    print(f"  mean radius = {radius:.4f} bohr")
change = energy["slip"] - energy["correct"]
print(f"E(slip) - E(correct) = {change:.6f} hartree")
print(f"  the same change = {change * HARTREE_EV:.4f} eV")
print(f"slip without division by self-overlap = {undivided:.4f} a.u.")
for name in scaled:
    print(f"{name}: best Slater zeta = {slater[name][0]:.4f} bohr^-1")
    print(f"  overlap with that Slater function = {slater[name][1]:.6f}")
    print(f"  best scale factor eta = {scaled[name][0]:.4f}")
    print(f"  energy at best scale = {scaled[name][1]:.6f} hartree")
print("every check passed")
```

Printed output:

```
STO-3G hydrogen atom; atomic units unless stated
primitive 1: exponent = 3.42525091 bohr^-2
  tabulated d = 0.15432897 (dimensionless)
  norm N = 1.794442 bohr^-3/2
  correct bare coefficient d*N = 0.276934 bohr^-3/2
  slip, as weight of normalized primitive d/N = 0.086004 a.u.
primitive 2: exponent = 0.62391373 bohr^-2
  tabulated d = 0.53532814 (dimensionless)
  norm N = 0.500326 bohr^-3/2
  correct bare coefficient d*N = 0.267839 bohr^-3/2
  slip, as weight of normalized primitive d/N = 1.069958 a.u.
primitive 3: exponent = 0.16885540 bohr^-2
  tabulated d = 0.44463454 (dimensionless)
  norm N = 0.187735 bohr^-3/2
  correct bare coefficient d*N = 0.083474 bohr^-3/2
  slip, as weight of normalized primitive d/N = 2.368410 a.u.
tight/diffuse norm ratio N1/N3 = 9.5584
correct: self-overlap before renormalizing = 1.0000000 a.u.
  T = 0.760032 hartree, V = -1.226614 hartree
  E = -0.466582 hartree
  mean radius = 1.2100 bohr
slip: self-overlap before renormalizing = 10.7420633 a.u.
  T = 0.396596 hartree, V = -0.876220 hartree
  E = -0.479623 hartree
  mean radius = 1.5770 bohr
mirror slip: self-overlap before renormalizing = 0.2922799 a.u.
  T = 2.143183 hartree, V = -2.014095 hartree
  E = 0.129088 hartree
  mean radius = 0.7515 bohr
E(slip) - E(correct) = -0.013041 hartree
  the same change = -0.3549 eV
slip without division by self-overlap = -5.1521 a.u.
correct: best Slater zeta = 1.2400 bohr^-1
  overlap with that Slater function = 0.999835
  best scale factor eta = 0.8069
  energy at best scale = -0.494907 hartree
slip: best Slater zeta = 0.9580 bohr^-1
  overlap with that Slater function = 0.995730
  best scale factor eta = 1.1047
  energy at best scale = -0.483969 hartree
every check passed
```
